**Downfolded d orbitals on a d–p chain: tails, hoppings and bare Coulomb integral**

The program removes the ligand orbitals from a chain with d–p hopping t and level separation Delta, and studies the remaining d-like Wannier orbital; tau = t/Delta. It asserts that the ligand weight and hoppings found by diagonalizing a ring agree with the elliptic-integral formula and the power series, and that hoppings and orbital amplitudes decay with the constant kappa given by sinh(kappa/2) = Delta/(4t). It also asserts that NMTO bands built from one and two energies follow the filter formula, and that the two-energy tails reach beyond the adjacent ligands. For Gaussian orbitals it asserts the leading density reduction 4 tau²(U_dd − V_dp), the linear overlap term 8 tau (dd|dp), and a net lowering of the bare on-site integral at tau = 0.2. The raw d self-repulsion is compared with a separate radial quadrature. At tau = 0.2 the output shows a total ligand weight of 0.060, a second-neighbour hopping that is 3% of the first, and a bare integral lowered by 0.074 hartree, or 9%. Screening is not included.

## Program and output

```python
# RESULT UNDER TEST: removing the ligand orbitals of a d-p chain gives d-like
# Wannier orbitals with weight about (t/Delta)^2 on each adjacent ligand,
# hoppings at all distances with decay constant kappa, sinh(kappa/2)=Delta/(4t),
# and a density part of the bare on-site Coulomb integral that is lower by
# about 4 (t/Delta)^2 (U_dd - V_dp).
# Symbols: t = d-p hopping (+t to the right ligand, -t to the left one),
# Delta = eps_d - eps_p with eps_d = 0, tau = t/Delta, n = distance in cells.
# Energies in hartree, lengths in bohr.
from math import comb, asinh, exp, log, pi
import numpy as np
from scipy.linalg import eigh
from scipy.special import ellipk
from scipy.integrate import cumulative_trapezoid
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
N_CELL = 64
t, Delta = 0.04, 0.20
tau = t / Delta


def ring_hamiltonian(hop):
    """Rows 0..N-1: d at n; rows N..2N-1: p at n + 1/2."""
    h = np.zeros((2 * N_CELL, 2 * N_CELL))
    for n in range(N_CELL):
        h[N_CELL + n, N_CELL + n] = -Delta
        for cell, value in ((n, hop), ((n - 1) % N_CELL, -hop)):
            h[n, N_CELL + cell] = value
            h[N_CELL + cell, n] = value
    return h


def inverse_sqrt(matrix):
    val, vec = np.linalg.eigh(matrix)
    return (vec / np.sqrt(val)) @ vec.T


def wannier(hop):
    """Project d orbitals on the upper band and orthonormalize them."""
    h = ring_hamiltonian(hop)
    upper = np.linalg.eigh(h)[1][:, N_CELL:]
    d_part = upper[:N_CELL]
    w = upper @ d_part.T @ inverse_sqrt(d_part @ d_part.T)
    return w[:, 0], (w.T @ h @ w)[0]


def ligand_weight(w):
    return float(np.sum(w[N_CELL:] ** 2))


def catalan(m):
    return comb(2 * m, m) // (m + 1)


# ---- Wannier orbital and its hoppings -------------------------------------
w0, hops = wannier(t)
weight = ligand_weight(w0)
weight_formula = 0.5 - ellipk(-16 * tau**2) / pi
assert abs(weight - weight_formula) < 1e-11
for n in range(1, 6):
    series = Delta * sum((-1) ** (m - 1 + n) * catalan(m - 1)
                         * comb(2 * m, m + n) * tau ** (2 * m)
                         for m in range(n, 100))
    assert abs(series - hops[n]) < 1e-13

small = 0.02
w_small, hops_small = wannier(small * Delta)
assert abs(w_small[N_CELL] / small - 1) < 0.01
assert abs(w_small[2 * N_CELL - 1] / small + 1) < 0.01
assert abs((2 * small**2 - ligand_weight(w_small)) / (18 * small**4) - 1) < 0.1
for n in (1, 2, 3):
    leading = -catalan(n - 1) * small ** (2 * n) * Delta
    assert abs(hops_small[n] / leading - 1) < 25 * small**2

kappa = 2 * asinh(Delta / (4 * t))
# finite distance leaves corrections of order 1/n^(3/2) to the local slope
kappa_hop = log(abs(hops[10] / hops[11])) - 1.5 * log(11 / 10)
kappa_orb = log(abs(w0[10] / w0[11])) - 0.75 * log(11 / 10)
assert abs(kappa_hop - kappa) < 0.02 and abs(kappa_orb - kappa) < 0.02

# ---- downfolding at fixed energies (NMTO construction) --------------------
H = ring_hamiltonian(t)
H_pd = H[N_CELL:, :N_CELL]
unit = np.eye(N_CELL)
k = 2 * pi * np.arange(N_CELL) / N_CELL
V2 = 2 * t**2 * (1 - np.cos(k))
root = np.sqrt(Delta**2 / 4 + V2)
E_up, E_low = -Delta / 2 + root, -Delta / 2 - root
ring_levels = np.linalg.eigvalsh(H)[N_CELL:]
assert np.allclose(np.sort(E_up), ring_levels, atol=1e-12)
band_top = float(ring_levels[-1])

# Schur complement at energy 0: only first-neighbour hopping may survive
fixed = -H[:N_CELL, N_CELL:] @ np.linalg.solve(H[N_CELL:, N_CELL:], H_pd)
assert abs(fixed[0, 1] + t**2 / Delta) < 1e-14
assert np.max(np.abs(fixed[0, 2:N_CELL - 1])) < 1e-14
fixed_top = float(np.linalg.eigvalsh(fixed)[-1])


def phi(energy):
    return np.vstack([unit, H_pd / (energy + Delta)])


def green(energy):
    return np.linalg.inv(energy * unit - H_pd.T @ H_pd / (energy + Delta))


def nmto_levels(chi):
    return eigh(chi.T @ H @ chi, chi.T @ chi, eigvals_only=True)


def filtered_levels(mesh):
    r2 = V2 / (E_up + Delta) ** 2
    for e in mesh:
        r2 = r2 * ((E_up - e) / (E_low - e)) ** 2
    return np.sort((E_up + r2 * E_low) / (1 + r2))


mesh = (0.25 * band_top, 0.75 * band_top)
G0, G1 = green(mesh[0]), green(mesh[1])
chi_one = phi(0.0)
chi_two = (phi(mesh[0]) @ G0 - phi(mesh[1]) @ G1) @ np.linalg.inv(G0 - G1)
levels_one, levels_two = nmto_levels(chi_one), nmto_levels(chi_two)
assert np.allclose(levels_one, filtered_levels((0.0,)), atol=1e-10)
assert np.allclose(levels_two, filtered_levels(mesh), atol=1e-10)
error_one = np.max(np.abs(levels_one - ring_levels))
error_two = np.max(np.abs(levels_two - ring_levels))
assert error_two < error_one / 100
assert abs(chi_one[N_CELL + 1, 0]) < 1e-14 < abs(chi_two[N_CELL + 1, 0])

# ---- Coulomb integrals with Gaussian d_z2 and p_z orbitals ----------------
# H and He only label the centres; no nuclei or electrons enter the integrals.
distance, alpha_d, alpha_p = 3.7, 1.2, 0.5
d_cells, p_cells = list(range(-3, 4)), list(range(-4, 4))
atoms = [("H", (0, 0, 2 * distance * n)) for n in d_cells]
atoms += [("He", (0, 0, 2 * distance * (n + 0.5))) for n in p_cells]
mol = gto.M(atom=atoms, unit="Bohr", spin=1, verbose=0,
            basis={"H": [[2, [alpha_d, 1.0]]], "He": [[1, [alpha_p, 1.0]]]})
pick = [5 * i + 2 for i in range(7)] + [35 + 3 * j + 2 for j in range(8)]
S = mol.intor("int1e_ovlp")[np.ix_(pick, pick)]
assert np.allclose(np.diag(S), 1, atol=1e-10)
raw = mol.intor("int2e", aosym="s1").reshape((mol.nao_nr(),) * 4)
raw = raw[np.ix_(pick, pick, pick, pick)]
X = inverse_sqrt(S)
eri = np.einsum("ai,bj,ck,dl,abcd->ijkl", X, X, X, X, raw, optimize=True)
D0, PR = 3, 7 + 4                      # central d and its right ligand
overlap_dp = S[D0, PR]
assert overlap_dp < 0                  # right ligand turns its negative lobe to d

# independent radial quadrature of the self-repulsion of the raw d_z2 orbital
r = np.linspace(0, 8, 20001)[1:]
dr = r[1] - r[0]
radial = r**6 * np.exp(-2 * alpha_d * r**2)
radial /= radial.sum() * dr
F = {}
for L in (0, 2, 4):
    inner = cumulative_trapezoid(radial * r**L, r, initial=0)
    F[L] = 2 * np.sum(radial * inner / r ** (L + 1)) * dr
U_radial = F[0] + 4 / 49 * (F[2] + F[4])
assert abs(U_radial - raw[D0, D0, D0, D0]) < 1e-5

density_matrix = np.einsum("iijj->ij", eri)
U_dd, V_dp = density_matrix[D0, D0], density_matrix[D0, PR]
U_pp = density_matrix[PR, PR]
hybrid = eri[D0, D0, D0, PR]


def coulomb(w):
    """Density part and full on-site integral of a Wannier orbital."""
    c = np.array([w[n % N_CELL] for n in d_cells]
                 + [w[N_CELL + n % N_CELL] for n in p_cells])
    assert abs(1 - c @ c) < 1e-4       # weight outside the cluster
    pair = np.outer(c, c)
    full = np.einsum("ij,ijkl,kl->", pair, eri, pair, optimize=True)
    return float(c**2 @ density_matrix @ c**2), float(full)


U_density, U_full = coulomb(w0)
drop_small = U_dd - coulomb(w_small)[0]
assert abs(drop_small / (4 * small**2 * (U_dd - V_dp)) - 1) < 0.02
step = 1e-3
slope = (coulomb(wannier(step * Delta)[0])[1]
         - coulomb(wannier(-step * Delta)[0])[1]) / (2 * step)
assert abs(slope - 8 * hybrid) < 1e-3 * abs(8 * hybrid) + 1e-6
assert U_dd > V_dp and U_density < U_dd and U_full < U_dd

# ---- printed numbers ------------------------------------------------------
print(f"t = {t:.3f} hartree, Delta = {Delta:.3f} hartree, tau = {tau:.3f}")
print(f"tail amplitude, right adjacent ligand: {w0[N_CELL]:.5f}")
print(f"weight on one adjacent ligand: {w0[N_CELL]**2:.5f}; tau^2 = {tau**2:.5f}")
print(f"amplitude on ligand at 3/2 cells: {w0[N_CELL + 1]:.6f}")
print(f"Wannier d amplitudes n=0,1,2: {w0[0]:.5f} {w0[1]:.5f} {w0[2]:.5f}")
print(f"total ligand weight W: {weight:.5f}; 2 tau^2 = {2 * tau**2:.5f}")
print(f"W from elliptic integral: {weight_formula:.5f}")
print(f"on-site energy of Wannier orbital: {hops[0]:.6f} hartree")
for n in range(1, 5):
    lead = -catalan(n - 1) * t ** (2 * n) / Delta ** (2 * n - 1)
    print(f"hopping n={n}: {hops[n]:.3e} hartree; leading term {lead:.3e}")
print(f"kappa = {kappa:.4f} per cell; exp(-kappa) = {exp(-kappa):.4f}")
print(f"kappa from hoppings {kappa_hop:.4f}, from orbital {kappa_orb:.4f}")
print(f"true band: bottom {ring_levels[0]:.6f}, top {band_top:.6f} hartree")
print(f"band top, H(E) frozen at E=0: {fixed_top:.6f} hartree")
print(f"band top, one-energy NMTO: {levels_one[-1]:.6f} hartree")
print(f"two-energy mesh: {mesh[0]:.6f}, {mesh[1]:.6f} hartree")
print(f"largest band error, one energy: {error_one:.2e} hartree")
print(f"largest band error, two energies: {error_two:.2e} hartree")
print(f"two-energy NMTO tail at 1/2 cell: {chi_two[N_CELL, 0]:.5f}")
print(f"two-energy NMTO tail at 3/2 cells: {chi_two[N_CELL + 1, 0]:.6f}")
print(f"d-p distance {distance} bohr; exponents {alpha_d}, {alpha_p} bohr^-2")
print(f"d-p overlap before orthogonalization: {overlap_dp:.4f}")
print(f"raw d self-repulsion: {raw[D0, D0, D0, D0]:.5f} hartree")
print(f"same by radial quadrature: {U_radial:.5f} hartree")
print(f"orthogonalized: U_dd {U_dd:.5f}, V_dp {V_dp:.5f}, U_pp {U_pp:.5f} hartree")
print(f"hybrid integral (dd|dp), right ligand: {hybrid:.6f} hartree")
print(f"linear term 8 tau (dd|dp): {8 * tau * hybrid:.5f} hartree")
print(f"leading density drop 4tau^2(U_dd-V_dp): "
      f"{4 * tau**2 * (U_dd - V_dp):.5f} hartree")
print(f"drop estimate 2W(U_dd-V_dp): {2 * weight * (U_dd - V_dp):.5f} hartree")
print(f"U of Wannier orbital, density part: {U_density:.5f} hartree")
print(f"U of Wannier orbital, full: {U_full:.5f} hartree")
print(f"drop, density part: {U_dd - U_density:.5f} hartree")
print(f"drop, full: {U_dd - U_full:.5f} hartree "
      f"= {(U_dd - U_full) * HARTREE_EV:.3f} eV")
print(f"relative drop, full: {100 * (1 - U_full / U_dd):.2f} percent")
print("scan: tau, W, t2/t1, kappa per cell, U density, U full (hartree)")
for ratio in (0.05, 0.10, 0.20, 0.30):
    w_scan, h_scan = wannier(ratio * Delta)
    u_dens, u_all = coulomb(w_scan)
    print(f"  {ratio:.2f} {ligand_weight(w_scan):.5f} {h_scan[2] / h_scan[1]:.5f}"
          f" {2 * asinh(1 / (4 * ratio)):.4f} {u_dens:.5f} {u_all:.5f}")
print("all tests passed")
```

Running it gives:

```
t = 0.040 hartree, Delta = 0.200 hartree, tau = 0.200
tail amplitude, right adjacent ligand: 0.17281
weight on one adjacent ligand: 0.02986; tau^2 = 0.04000
amplitude on ligand at 3/2 cells: 0.007874
Wannier d amplitudes n=0,1,2: 0.96941 0.01398 0.00119
total ligand weight W: 0.05985; 2 tau^2 = 0.08000
W from elliptic integral: 0.05985
on-site energy of Wannier orbital: 0.014463 hartree
hopping n=1: -7.002e-03 hartree; leading term -8.000e-03
hopping n=2: -2.150e-04 hartree; leading term -3.200e-04
hopping n=3: -1.321e-05 hartree; leading term -2.560e-05
hopping n=4: -1.016e-06 hartree; leading term -2.560e-06
kappa = 2.0952 per cell; exp(-kappa) = 0.1230
kappa from hoppings 2.0990, from orbital 2.0884
true band: bottom -0.000000, top 0.028062 hartree
band top, H(E) frozen at E=0: 0.032000 hartree
band top, one-energy NMTO: 0.027586 hartree
two-energy mesh: 0.007016, 0.021047 hartree
largest band error, one energy: 4.76e-04 hartree
largest band error, two energies: 2.00e-07 hartree
two-energy NMTO tail at 1/2 cell: 0.18062
two-energy NMTO tail at 3/2 cells: 0.005909
d-p distance 3.7 bohr; exponents 1.2, 0.5 bohr^-2
d-p overlap before orthogonalization: -0.0667
raw d self-repulsion: 0.84245 hartree
same by radial quadrature: 0.84245 hartree
orthogonalized: U_dd 0.84237, V_dp 0.30221, U_pp 0.65247 hartree
hybrid integral (dd|dp), right ligand: -0.009269 hartree
linear term 8 tau (dd|dp): -0.01483 hartree
leading density drop 4tau^2(U_dd-V_dp): 0.08643 hartree
drop estimate 2W(U_dd-V_dp): 0.06466 hartree
U of Wannier orbital, density part: 0.77941 hartree
U of Wannier orbital, full: 0.76790 hartree
drop, density part: 0.06297 hartree
drop, full: 0.07447 hartree = 2.026 eV
relative drop, full: 8.84 percent
scan: tau, W, t2/t1, kappa per cell, U density, U full (hartree)
  0.05 0.00489 0.00245 4.6249 0.83710 0.83348
  0.10 0.01838 0.00927 3.2945 0.82268 0.81583
  0.20 0.05985 0.03070 2.0952 0.77941 0.76790
  0.30 0.10486 0.05451 1.5170 0.73437 0.72032
all tests passed
```
